**Corrugation of Lennard-Jones and Kolmogorov-Crespi interlayer terms**

The program tests the claim that a Lennard-Jones (LJ) term fitted to the binding energy and spacing d of two honeycomb layers has a fixed and far too small corrugation, E(AA) − E(AB). In the closed formula the ratio of corrugation to binding depends only on x = Gd, where G is the shortest reciprocal vector. Direct lattice sums are asserted to agree with the Bessel-function formulas for the corrugation, saddle and shear curvature, and with the corrugation formula for a bulk fit. With round parameters of graphite's size, LJ gives 1.02 meV per atom against a model target of 15 meV. A scan of isotropic exponential-6 terms, refitted to the same binding and spacing, reaches at most 3.8 meV. A Kolmogorov-Crespi (KC) term is fitted to binding, spacing, corrugation and saddle; the program asserts that AB is its lowest and AA its highest registry on a grid of shifts. The compression stiffness is nearly the same for both potentials (37.7 and 37.9 GPa), while the shear stiffness is 0.27 GPa for LJ and 5.45 GPa for KC. When the AA spacing relaxes, the KC/LJ ratio of the AA–AB differences is 10.4.

## Numerical verification

```python
"""
Result under test: a Lennard-Jones (LJ) interlayer term fitted to the binding
energy and spacing of two honeycomb layers has a fixed, far too small
corrugation; a registry-dependent Kolmogorov-Crespi (KC) term can have the
right binding, spacing and corrugation together.

Symbols: bond = in-plane bond length, d = layer spacing, G = shortest
reciprocal vector, x = G d, binding = energy gained per atom of one layer.
AA = atoms on top of each other, AB = energy minimum, SP = saddle between
neighbouring minima. corrugation = E(AA) - E(AB) at spacing d.
Energies: meV per atom of the sliding layer. Lengths: angstrom.
c33 = stiffness against compression, c44 = stiffness against sliding.
All parameters are round model values of graphite's size.
"""
from functools import lru_cache
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar
from scipy.special import kv, zeta

bond, d = 1.4, 3.3
binding, target = 50.0, 15.0
saddle_target = target / 9
decay, width = 3.6, 0.7

cell_area = 1.5 * np.sqrt(3) * bond**2
density = 2 / cell_area
G = 4 * np.pi / (3 * bond)
x = G * d
to_GPa = constants.e * 1e-3 / 1e-30 / 1e9      # meV/angstrom^3 to GPa
a1 = np.array([np.sqrt(3) * bond, 0.0])
a2 = np.array([np.sqrt(3) * bond / 2, 1.5 * bond])
tau = np.array([0.0, bond])
AA, AB, SP = (0.0, 0.0), tuple(tau), tuple(a2 / 2)
cutoff = 60.0
index = np.arange(-34, 35)
lattice = (index[:, None, None] * a1 + index[None, :, None] * a2).reshape(-1, 2)


@lru_cache(maxsize=None)
def squared_offsets(shift):
    """Squared in-plane distances, all pairs of the two sublattices."""
    parts = [lattice + np.array(shift) + t for t in (0 * tau, 0 * tau, tau, -tau)]
    rho2 = np.sum(np.concatenate(parts)**2, axis=1)
    return rho2[rho2 < cutoff**2]


def power_term(m):
    """Lattice sum of (d/r)^(2m), with a continuum tail beyond the cutoff."""
    def total(shift, z):
        rho2 = squared_offsets(shift)
        near = 0.5 * np.sum((d * d / (rho2 + z * z))**m)
        far = (density * np.pi * d**(2 * m)
               / ((m - 1) * (cutoff**2 + z * z)**(m - 1)))
        return near + far
    return total


def repulsive_term(rate, shape):
    """Lattice sum of exp(-rate (r-d)) times a function of rho^2."""
    def total(shift, z):
        rho2 = squared_offsets(shift)
        r = np.sqrt(rho2 + z * z)
        return 0.5 * np.sum(np.exp(-rate * (r - d)) * shape(rho2))
    return total


def combine(coefficients, terms):
    return lambda shift, z: sum(c * t(shift, z)
                                for c, t in zip(coefficients, terms))


def depth(e):
    return e(AB, d)


def slope(e, h=1e-3):
    return (e(AB, d + h) - e(AB, d - h)) / (2 * h)


def corrugation(e):
    return e(AA, d) - e(AB, d)


def saddle(e):
    return e(SP, d) - e(AB, d)


def normal_curvature(e, h=0.01):
    return (e(AB, d + h) - 2 * e(AB, d) + e(AB, d - h)) / h**2


def shear_curvature(e, h=0.05):
    right, left = (AB[0] + h, AB[1]), (AB[0] - h, AB[1])
    return (e(right, d) - 2 * e(AB, d) + e(left, d)) / h**2


def modulus(curvature):
    return curvature * d * density * to_GPa


def fit(terms, conditions, values):
    """All potentials are linear in their coefficients."""
    matrix = np.array([[c(t) for t in terms] for c in conditions])
    coefficients = np.linalg.solve(matrix, np.array(values))
    return coefficients, combine(coefficients, terms)


def relaxed_AA(e):
    best = minimize_scalar(lambda z: e(AA, z), bounds=(3.0, 4.3),
                           method="bounded", options={"xatol": 1e-7})
    return best.x, best.fun - e(AB, d)


r12, r6 = power_term(6), power_term(3)

# LJ with parameters from the registry average, against direct lattice sums
epsilon = 5 * binding * cell_area / (12 * np.pi * d**2)
lj_mean = combine([4 * epsilon, -4 * epsilon], [r12, r6])


def harmonic(g):
    """Fourier coefficient of the LJ layer energy with sigma = d, at z = d."""
    repulsion = d**12 * 2 * np.pi / 120 * (g / (2 * d))**5 * kv(5, g * d)
    attraction = d**6 * np.pi * (g / (2 * d))**2 * kv(2, g * d)
    return 4 * epsilon * (repulsion - attraction) / (2 * cell_area)


u1, u2 = harmonic(G), harmonic(np.sqrt(3) * G)
assert abs(corrugation(lj_mean) / (9 * u1) - 1) < 5e-3
assert abs(saddle(lj_mean) / (u1 - 32 * u2) - 1) < 2e-2
shear_formula = G**2 * (1.5 * u1 - 36 * u2)
assert abs(shear_curvature(lj_mean) / shear_formula - 1) < 3e-2

grid6 = [tuple((i * a1 + j * a2) / 6) for i in range(6) for j in range(6)]


def registry_average(e, z):
    return np.mean([e(s, z) for s in grid6])


step = 0.01
low, mid, high = [registry_average(lj_mean, z) for z in (d - step, d, d + step)]
mean_curvature = (high - 2 * mid + low) / step**2
assert abs(mid / -binding - 1) < 1e-5
assert abs((high - low) / (2 * step)) < 0.1      # finite-difference error only
assert abs(mean_curvature / (40 * binding / d**2) - 1) < 2e-3

bessel5, bessel2 = (x / 2)**5 * kv(5, x), (x / 2)**2 * kv(2, x)
ratio = 7.5 * (bessel5 / 60 - bessel2)
assert abs(corrugation(lj_mean) / binding / ratio - 1) < 5e-3

# LJ refitted exactly at AB; the closed ratio neglects the small AB-mean shift
two = [depth, slope]
_, lj = fit([r12, r6], two, [-binding, 0.0])
assert abs(corrugation(lj) / binding / ratio - 1) < 0.08
factor = target / corrugation(lj)
assert 8 < factor < 20


# LJ fitted to a stack of many layers in ABAB order
def stacked(term):
    return lambda shift, z: sum(term(AB if k % 2 else AA, k * z)
                                for k in range(1, 41))


bulk_matrix = [[c(stacked(t)) for t in (r12, r6)] for c in two]
bulk_coefficients = np.linalg.solve(bulk_matrix, [-binding, 0.0])
bulk_corrugation = corrugation(combine(bulk_coefficients, [r12, r6]))
s = zeta(4) / zeta(10)
bulk_ratio = 7.5 / zeta(4) * (s * bessel5 / 60 - bessel2)
assert abs(bulk_corrugation / binding / bulk_ratio - 1) < 0.08


# Isotropic exponential-6 terms of any steepness, same binding and spacing
def flat(rho2):
    return np.ones_like(rho2)


def isotropic(rate):
    return fit([repulsive_term(rate, flat), r6], two, [-binding, 0.0])[1]


rates = np.arange(2.5, 40.1, 0.5)
scan = np.array([corrugation(isotropic(q)) for q in rates])
best = int(np.argmax(scan))
assert 0 < best < len(rates) - 1
assert scan[best] < target / 2
steepest = isotropic(rates[best])
control = isotropic(decay)
assert corrugation(control) < target / 5


# KC for flat layers: both normals give the same rho, hence the factor 2
def gauss(rho2):
    return 2 * np.exp(-rho2 / width**2)


def gauss_rho2(rho2):
    return gauss(rho2) * rho2 / width**2


kc_terms = [repulsive_term(decay, flat), repulsive_term(decay, gauss),
            repulsive_term(decay, gauss_rho2), r6]
kc_coefficients, kc = fit(kc_terms, two + [corrugation, saddle],
                          [-binding, 0.0, target, saddle_target])
C, C0, C2, minus_A = kc_coefficients
assert min(C, C0, C2, -minus_A) > 0

# Not imposed by the fit: AB is the lowest and AA the highest registry,
# the spacing is a minimum, and the path between minima peaks at SP
grid12 = [tuple((i * a1 + j * a2) / 12) for i in range(12) for j in range(12)]
for e in (lj, kc):
    landscape = np.array([e(p, d) for p in grid12])
    assert landscape.min() > e(AB, d) - 1e-4
    assert landscape.max() < e(AA, d) + 1e-4
    assert normal_curvature(e) > 0 and shear_curvature(e) > 0
    path = [tuple(tau + t * (a2 - 2 * tau)) for t in np.linspace(0, 1, 21)]
    assert int(np.argmax([e(p, d) for p in path])) == 10
assert shear_curvature(kc) > 5 * shear_curvature(lj)

# One Gaussian without the polynomial: right corrugation, wrong minimum
_, one_gauss = fit([kc_terms[0], kc_terms[1], r6], two + [corrugation],
                   [-binding, 0.0, target])
assert saddle(one_gauss) < 0

lj_spacing, lj_relaxed = relaxed_AA(lj)
kc_spacing, kc_relaxed = relaxed_AA(kc)
assert kc_spacing > d and kc_relaxed < target
assert kc_relaxed > 5 * lj_relaxed


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("Energies are per atom of the sliding layer")
show("Bond length", bond, "angstrom", 1)
show("Layer spacing d", d, "angstrom", 1)
show("Cell area", cell_area, "angstrom^2")
show("Binding energy", binding, "meV", 1)
show("Target corrugation AA-AB", target, "meV", 1)
show("Target saddle SP-AB", saddle_target, "meV")
show("Shortest reciprocal vector G", G, "1/angstrom")
show("x = G d", x)
show("LJ epsilon from registry average", epsilon, "meV")
show("LJ first harmonic u1", u1, "meV", 4)
show("LJ second harmonic u2", u2, "meV", 6)
show("LJ corrugation/binding, closed form", ratio, "", 5)
show("LJ corrugation, closed form", ratio * binding, "meV")
show("LJ corrugation, lattice sum, sigma = d", corrugation(lj_mean), "meV")
show("LJ saddle, two harmonics", u1 - 32 * u2, "meV", 4)
show("LJ saddle, lattice sum, sigma = d", saddle(lj_mean), "meV", 4)
show("LJ shear curvature, two harmonics", shear_formula, "meV/angstrom^2")
show("LJ shear curvature, sum, sigma = d", shear_curvature(lj_mean),
     "meV/angstrom^2")
show("LJ refitted at AB: corrugation", corrugation(lj), "meV")
show("LJ refitted at AB: saddle", saddle(lj), "meV", 4)
show("Target / LJ corrugation", factor, "", 1)
show("Binding if epsilon is raised to hit target", binding * factor, "meV", 0)
show("LJ bulk fit: corrugation/binding, closed form", bulk_ratio, "", 5)
show("LJ bulk fit: corrugation, lattice sum", bulk_corrugation, "meV")
show("Exp-6 largest corrugation in scan", scan[best], "meV")
show("Exp-6 scan: lowest decay constant", rates[0], "1/angstrom", 1)
show("Exp-6 scan: highest decay constant", rates[-1], "1/angstrom", 1)
show("Exp-6 decay constant at the largest", rates[best], "1/angstrom", 1)
show("Exp-6 c33 at the largest", modulus(normal_curvature(steepest, 1e-3)),
     "GPa", 1)
show("KC decay constant lambda", decay, "1/angstrom", 1)
show("KC width delta", width, "angstrom", 1)
show("KC coefficient C", C, "meV")
show("KC coefficient C0", C0, "meV")
show("KC coefficient C2", C2, "meV")
show("KC coefficient A", -minus_A, "meV")
show("KC corrugation (fitted)", corrugation(kc), "meV")
show("KC saddle (fitted)", saddle(kc), "meV")
show("Control, f = 0 refitted: corrugation", corrugation(control), "meV")
show("One Gaussian only: saddle SP-AB", saddle(one_gauss), "meV")
show("LJ c33", modulus(normal_curvature(lj)), "GPa", 1)
show("KC c33 (not fitted)", modulus(normal_curvature(kc)), "GPa", 1)
show("LJ c44", modulus(shear_curvature(lj)), "GPa", 2)
show("KC c44 (not fitted)", modulus(shear_curvature(kc)), "GPa", 2)
show("LJ relaxed AA spacing", lj_spacing, "angstrom")
show("KC relaxed AA spacing", kc_spacing, "angstrom")
show("LJ AA-AB after relaxation", lj_relaxed, "meV")
show("KC AA-AB after relaxation", kc_relaxed, "meV")
show("KC/LJ ratio after relaxation", kc_relaxed / lj_relaxed, "", 1)
print("checks complete")
```

Output:

```
Energies are per atom of the sliding layer
Bond length: 1.4 angstrom
Layer spacing d: 3.3 angstrom
Cell area: 5.092 angstrom^2
Binding energy: 50.0 meV
Target corrugation AA-AB: 15.0 meV
Target saddle SP-AB: 1.667 meV
Shortest reciprocal vector G: 2.992 1/angstrom
x = G d: 9.874
LJ epsilon from registry average: 3.101 meV
LJ first harmonic u1: 0.1107 meV
LJ second harmonic u2: 0.000686 meV
LJ corrugation/binding, closed form: 0.01992
LJ corrugation, closed form: 0.996 meV
LJ corrugation, lattice sum, sigma = d: 0.997 meV
LJ saddle, two harmonics: 0.0887 meV
LJ saddle, lattice sum, sigma = d: 0.0895 meV
LJ shear curvature, two harmonics: 1.265 meV/angstrom^2
LJ shear curvature, sum, sigma = d: 1.268 meV/angstrom^2
LJ refitted at AB: corrugation: 1.022 meV
LJ refitted at AB: saddle: 0.0918 meV
Target / LJ corrugation: 14.7
Binding if epsilon is raised to hit target: 734 meV
LJ bulk fit: corrugation/binding, closed form: 0.02024
LJ bulk fit: corrugation, lattice sum: 1.038 meV
Exp-6 largest corrugation in scan: 3.831 meV
Exp-6 scan: lowest decay constant: 2.5 1/angstrom
Exp-6 scan: highest decay constant: 40.0 1/angstrom
Exp-6 decay constant at the largest: 12.0 1/angstrom
Exp-6 c33 at the largest: 143.9 GPa
KC decay constant lambda: 3.6 1/angstrom
KC width delta: 0.7 angstrom
KC coefficient C: 2.471 meV
KC coefficient C0: 16.376 meV
KC coefficient C2: 13.566 meV
KC coefficient A: 11.403 meV
KC corrugation (fitted): 15.000 meV
KC saddle (fitted): 1.667 meV
Control, f = 0 refitted: corrugation: 0.864 meV
One Gaussian only: saddle SP-AB: -6.053 meV
LJ c33: 37.7 GPa
KC c33 (not fitted): 37.9 GPa
LJ c44: 0.27 GPa
KC c44 (not fitted): 5.45 GPa
LJ relaxed AA spacing: 3.327 angstrom
KC relaxed AA spacing: 3.523 angstrom
LJ AA-AB after relaxation: 0.950 meV
KC AA-AB after relaxation: 9.905 meV
KC/LJ ratio after relaxation: 10.4
checks complete
```
